# Valence Offsets from Bulk Band Edges and an Interface Step: test program

```python
"""
Valence offset between crystals A and B from separate bulk calculations:
  E_v(A)-E_v(B) = [e_A-R_A] - [e_B-R_B] + [Rint_A-Rint_B]
e_X: bulk valence edge; R_X: reference potential of the same bulk calculation;
Rint_X: the same reference deep inside X in one interface supercell.
The sum must not depend on the bulk potential zeros or on the reference.

Model: planes of Gaussian ions, two electrons per in-plane cell and plane,
motion along the normal z only, Hartree + ionic + local exchange potential.
Internal units are Hartree atomic units; potentials are electron energies.
Independent road: band edges of one deep supercell cell by transfer matrices.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
AREA = 20.0            # in-plane cell area, bohr^2
WAVE_CUTOFF = 7.0      # largest plane-wave number, 1/bohr
CORE_WIDTH = 0.7       # width of the short-range ionic attraction, bohr
A = SimpleNamespace(name="A", period=6.0, width=0.8, depth=0.0)
B = SimpleNamespace(name="B", period=5.0, width=0.7, depth=10.0 / EV)


def hamiltonian(potential, length, k):
    n = len(potential)
    m = n // 6
    index = np.arange(-m, m + 1)
    coef = np.fft.fft(potential).real / n
    h = coef[(index[:, None] - index[None, :]) % n]
    return h + np.diag(0.5 * (k + 2 * np.pi * index / length) ** 2), index


def self_consistent(length, ions, k_points):
    """Ions are (position, species), mirror symmetric about z = 0."""
    m = int(WAVE_CUTOFF * length / (2 * np.pi))
    n = 6 * m
    q = 2 * np.pi * np.fft.fftfreq(n, length / n)
    q2 = np.where(q == 0, 1.0, q**2)
    ion_q, short_q, start_q = np.zeros(n), np.zeros(n), np.zeros(n)
    for position, kind in ions:
        phase = np.cos(q * position) / length
        ion_q += 2 / AREA * np.exp(-0.5 * (q * kind.width) ** 2) * phase
        start_q += 2 / AREA * np.exp(-0.5 * (q * 1.5) ** 2) * phase
        short_q -= (kind.depth * CORE_WIDTH * np.sqrt(2 * np.pi)
                    * np.exp(-0.5 * (q * CORE_WIDTH) ** 2) * phase)
    short = np.fft.ifft(short_q).real * n

    def potentials(density):
        charge_q = ion_q - np.fft.fft(density).real / n
        es_q = np.where(q == 0, 0.0, -4 * np.pi * charge_q / q2)
        es = np.fft.ifft(es_q).real * n
        return es + short - np.cbrt(3 * density / np.pi), es, charge_q

    filled = len(ions)
    v = potentials(np.fft.ifft(start_q).real * n)[0]
    old_v, old_f = [], []
    for _ in range(120):
        density = np.zeros(n)
        for k in k_points:
            h, index = hamiltonian(v, length, k)
            levels, c = eigh(h, subset_by_index=[0, filled])
            waves = np.zeros((n, filled))
            waves[index % n] = c[:, :filled]
            waves = np.fft.ifft(waves, axis=0) * n / np.sqrt(length)
            density += 2 / AREA / len(k_points) * np.sum(abs(waves) ** 2, axis=1)
        new_v, es, charge_q = potentials(density)
        f = new_v - v
        if np.max(abs(f)) < 1e-8:
            return SimpleNamespace(length=length, q=q, total=v, es=es,
                                   charge_q=charge_q, levels=levels,
                                   filled=filled)
        old_v, old_f = (old_v + [v])[-7:], (old_f + [f])[-7:]
        change = 0.3 * f
        if len(old_v) > 1:
            dv, df = np.diff(old_v, axis=0).T, np.diff(old_f, axis=0).T
            gamma = np.linalg.lstsq(df, f, rcond=None)[0]
            change = change - (dv + 0.3 * df) @ gamma
        v = v + change
    raise AssertionError("self-consistency not reached")


def bulk(kind):
    ks = (np.arange(24) + 0.5) / 24 * np.pi / kind.period
    return self_consistent(kind.period, [(0.0, kind)], ks)


def interface(cells, widening=0.0):
    """Equal odd numbers of A and B cells; both interfaces are mirror images."""
    length = cells * (A.period + B.period) + 2 * widening
    js = np.arange(cells) - cells // 2
    ions = [(j * A.period, A) for j in js]
    ions += [(length / 2 + j * B.period, B) for j in js]
    return self_consistent(length, ions, [0.0])


def bulk_edges(potential, length):
    h, _ = hamiltonian(potential, length, np.pi / length)
    return eigh(h, eigvals_only=True, subset_by_index=[0, 1])


def evaluate(system, grid_values, points):
    coef = np.fft.fft(grid_values).real / len(grid_values)
    return np.cos(np.outer(points, system.q)) @ coef


def cell_points(kind):
    return ((np.arange(1024) + 0.5) / 1024 - 0.5) * kind.period


def references(system, kind, centre):
    """Cell mean of total potential, of electrostatic part, ion-plane value."""
    z = centre + cell_points(kind)
    return np.array([evaluate(system, system.total, z).mean(),
                     evaluate(system, system.es, z).mean(),
                     evaluate(system, system.total, np.array([centre]))[0]])


def transfer_edges(v, step):
    """First band top and second band bottom: transfer trace equals -2."""
    def excess(energy):
        k = np.sqrt(2 * (energy - v) + 0j)
        mats = np.array([[np.cos(k * step), np.sin(k * step) / k],
                         [-k * np.sin(k * step), np.cos(k * step)]])
        mats = mats.transpose(2, 0, 1)
        while len(mats) > 1:
            mats = mats[1::2] @ mats[::2]
        return np.trace(mats[0]).real + 2
    found, energy, last = [], v.min(), excess(v.min())
    while len(found) < 2:
        energy += 0.01
        assert energy < v.min() + 5, "band edges not found"
        now = excess(energy)
        if now * last < 0:
            found.append(brentq(excess, energy - 0.01, energy, xtol=1e-11))
        last = now
    return np.array(found)


def direct_edges(system):
    result = []
    for kind, centre in ((A, 0.0), (B, system.length / 2)):
        v = evaluate(system, system.total, centre + cell_points(kind))
        result.append(transfer_edges(v, kind.period / 1024))
    return result


bulk_a, bulk_b = bulk(A), bulk(B)
edge_a = bulk_edges(bulk_a.total, A.period)
edge_b = bulk_edges(bulk_b.total, B.period)
ref_a, ref_b = references(bulk_a, A, 0.0), references(bulk_b, B, 0.0)


def decompose(system):
    band = (edge_a[0] - ref_a) - (edge_b[0] - ref_b)
    step = references(system, A, 0.0) - references(system, B, system.length / 2)
    return band, step, band + step


thick, thin, wide = interface(17), interface(11), interface(11, 1.0)
band, step, offset = decompose(thick)
direct_a, direct_b = direct_edges(thick)
direct = direct_a - direct_b
MEV = 1e-3 / EV

# Deep supercell potential differs from the bulk potential by a constant only.
spread = []
for kind, system, centre in ((A, bulk_a, 0.0), (B, bulk_b, thick.length / 2)):
    z = cell_points(kind)
    spread.append(np.ptp(evaluate(thick, thick.total, centre + z)
                         - evaluate(system, system.total, z)))
assert max(spread) < 1 * MEV

# Decomposition against the transfer-matrix edges, for every reference.
assert np.max(abs(offset - direct[0])) < 1 * MEV
conduction = offset[0] + (edge_a[1] - edge_a[0]) - (edge_b[1] - edge_b[0])
assert abs(conduction - direct[1]) < 1 * MEV

# True occupied levels confined in A: E_n = E_v - n^2 C, extrapolated to C = 0.
top, second = thick.levels[thick.filled - 1], thick.levels[thick.filled - 2]
extrapolated = top + (top - second) / 3
assert top < direct_a[0]
# 15 meV allows for band nonparabolicity at finite layer thickness.
assert abs(extrapolated - direct_a[0]) < 15 * MEV

# Bulk zeros: shift the potentials, diagonalize again, repeat the alignment.
va, vb = bulk_a.total, bulk_b.total
zeros = [("zero at cell mean", va.mean(), vb.mean()),
         ("zero at cell boundary", va[len(va) // 2], vb[len(vb) // 2]),
         ("zero at ion plane", va[0], vb[0]),
         ("cell mean, then A raised 7 eV", va.mean() - 7 / EV, vb.mean())]
zero_rows = []
for label, zero_a, zero_b in zeros:
    ea = bulk_edges(va - zero_a, A.period)[0]
    eb = bulk_edges(vb - zero_b, B.period)[0]
    aligned = (ea - (va - zero_a).mean()) - (eb - (vb - zero_b).mean()) + step[0]
    zero_rows.append((label, ea - eb, aligned))
    assert abs(aligned - direct[0]) < 1 * MEV
assert np.ptp([row[1] for row in zero_rows]) > 0.5 / EV

# Macroscopic average: both box filters give plateaus, one alone does not.
coef = np.fft.fft(thick.total).real / len(thick.total)
filter_a = np.sinc(thick.q * A.period / (2 * np.pi))
filter_b = np.sinc(thick.q * B.period / (2 * np.pi))
zb = thick.length / 2 + cell_points(B)
one = np.cos(np.outer(zb, thick.q)) @ (coef * filter_a)
both_b = np.cos(np.outer(zb, thick.q)) @ (coef * filter_a * filter_b)
both_a = np.cos(np.outer(cell_points(A), thick.q)) @ (coef * filter_a * filter_b)
plateau_step = both_a.mean() - both_b.mean()
assert max(np.ptp(both_a), np.ptp(both_b)) < 1 * MEV
assert np.ptp(one) > 10 * MEV
assert abs(plateau_step - step[0]) < 1 * MEV

# Electrostatic step from the first moment of the filtered charge.
zs = np.linspace(0, thick.length / 2, 3001)
charge = np.cos(np.outer(zs, thick.q)) @ (thick.charge_q * filter_a * filter_b)
dipole_step = 4 * np.pi * trapezoid(zs * charge, zs)
assert abs(dipole_step - step[1]) < 1 * MEV

# Thickness, and a widened interface that acts through the step.
thin_result, wide_result = decompose(thin), decompose(wide)
wide_edges = direct_edges(wide)
wide_direct = wide_edges[0][0] - wide_edges[1][0]
assert abs(thin_result[2][0] - offset[0]) < 2 * MEV
assert abs(wide_result[2][0] - wide_direct) < 2 * MEV
assert abs(wide_result[2][0] - thin_result[2][0]) > 10 * MEV


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("In-plane cell area", AREA, "bohr^2", 1)
for kind in (A, B):
    show(f"Period {kind.name}", kind.period, "bohr", 1)
    show(f"Ion width {kind.name}", kind.width, "bohr", 1)
    show(f"Short-range depth {kind.name}", kind.depth * EV, "eV", 1)
show("Short-range width", CORE_WIDTH, "bohr", 1)
show("Thick supercell length (17 + 17 cells)", thick.length, "bohr", 1)
for name, edge, ref in (("A", edge_a, ref_a), ("B", edge_b, ref_b)):
    show(f"Bulk {name} valence edge, raw", edge[0] * EV)
    show(f"Bulk {name} mean total potential, raw", ref[0] * EV)
    show(f"Bulk {name} valence edge minus mean", (edge[0] - ref[0]) * EV)
    show(f"Bulk {name} gap", (edge[1] - edge[0]) * EV)
for i, name in enumerate(("mean total", "mean electrostatic", "ion plane")):
    print(f"Reference {name}: band term {band[i]*EV:.4f} eV, "
          f"step {step[i]*EV:.4f} eV, offset {offset[i]*EV:.4f} eV")
for label, raw, aligned in zero_rows:
    print(f"Bulk {label}: raw edge difference {raw*EV:.4f} eV, "
          f"offset {aligned*EV:.4f} eV")
show("Direct valence edge A in supercell", direct_a[0] * EV)
show("Direct valence edge B in supercell", direct_b[0] * EV)
show("Direct valence offset A-B", direct[0] * EV)
show("Conduction offset A-B, decomposition", conduction * EV)
show("Conduction offset A-B, direct", direct[1] * EV)
show("Highest occupied supercell level", top * EV)
show("Second highest occupied level", second * EV)
show("Valence edge A extrapolated from levels", extrapolated * EV)
show("Deep potential mismatch A", spread[0] * EV * 1e3, "meV")
show("Deep potential mismatch B", spread[1] * EV * 1e3, "meV")
show("Ripple in B, filter A only", np.ptp(one) * EV)
show("Ripple in B, both filters", np.ptp(both_b) * EV * 1e3, "meV")
show("Total step from filtered plateaus", plateau_step * EV)
show("Electrostatic step from charge moment", dipole_step * EV)
show("Offset, thin supercell (11 + 11 cells)", thin_result[2][0] * EV)
show("Step, thin supercell", thin_result[1][0] * EV)
show("Step, interfaces widened by 1 bohr", wide_result[1][0] * EV)
show("Offset, widened interfaces", wide_result[2][0] * EV)
show("Direct offset, widened interfaces", wide_direct * EV)
print("success")
```

Printed output:

```
In-plane cell area: 20.0 bohr^2
Period A: 6.0 bohr
Ion width A: 0.8 bohr
Short-range depth A: 0.0 eV
Period B: 5.0 bohr
Ion width B: 0.7 bohr
Short-range depth B: 10.0 eV
Short-range width: 0.7 bohr
Thick supercell length (17 + 17 cells): 187.0 bohr
Bulk A valence edge, raw: -5.5735 eV
Bulk A mean total potential, raw: -6.5495 eV
Bulk A valence edge minus mean: 0.9760 eV
Bulk A gap: 5.0816 eV
Bulk B valence edge, raw: -10.1264 eV
Bulk B mean total potential, raw: -10.3529 eV
Bulk B valence edge minus mean: 0.2266 eV
Bulk B gap: 9.3129 eV
Reference mean total: band term 0.7494 eV, step 2.6565 eV, offset 3.4059 eV
Reference mean electrostatic: band term 4.5528 eV, step -1.1469 eV, offset 3.4059 eV
Reference ion plane: band term -4.7907 eV, step 8.1966 eV, offset 3.4059 eV
Bulk zero at cell mean: raw edge difference 0.7494 eV, offset 3.4059 eV
Bulk zero at cell boundary: raw edge difference 3.6019 eV, offset 3.4059 eV
Bulk zero at ion plane: raw edge difference -4.7907 eV, offset 3.4059 eV
Bulk cell mean, then A raised 7 eV: raw edge difference 7.7494 eV, offset 3.4059 eV
Direct valence edge A in supercell: -6.0937 eV
Direct valence edge B in supercell: -9.4995 eV
Direct valence offset A-B: 3.4059 eV
Conduction offset A-B, decomposition: -0.8254 eV
Conduction offset A-B, direct: -0.8254 eV
Highest occupied supercell level: -6.1149 eV
Second highest occupied level: -6.1765 eV
Valence edge A extrapolated from levels: -6.0943 eV
Deep potential mismatch A: 0.0003 meV
Deep potential mismatch B: 0.0053 meV
Ripple in B, filter A only: 2.8597 eV
Ripple in B, both filters: 0.0000 meV
Total step from filtered plateaus: 2.6565 eV
Electrostatic step from charge moment: -1.1469 eV
Offset, thin supercell (11 + 11 cells): 3.4059 eV
Step, thin supercell: 2.6565 eV
Step, interfaces widened by 1 bohr: 2.6250 eV
Offset, widened interfaces: 3.3744 eV
Direct offset, widened interfaces: 3.3744 eV
success
```
